**Wetting-layer transition and Matthews-Blakeslee thickness**

The program compares $h_w=\delta\ln[\Delta/(\delta Rw)]$, where a flat coherent film gives way to a coherent layer with large islands, with $h_{\rm MB}=A[\ln(h_{\rm MB}/b)+1]$, where misfit line begins to pay in a flat film. Here $\Delta$ and $\delta$ are the wetting energy and its decay length, $w$ is the strain energy density, $R$ is the fraction of it relaxed by a ridge, $b$ is the Burgers vector length, and $A$ is a length inversely proportional to the misfit. It asserts that finite-element relaxation of a ridge, extrapolated to zero slope, agrees with the formula for $R$ within 1.5 %. It also asserts that break-even thicknesses found from the explicit energy of a ridge and its layer agree with the derived formula and approach $h_w$ for very large ridges. Image stresses obtained by quadrature and a finite-difference relief energy reproduce the Matthews-Blakeslee root. The output shows $h_w<h_{\rm MB}$ at 2 % misfit and the reverse at 4 %, with a crossing near 3 % for the chosen model parameters. Two example films, one in each window, are asserted to favour islands but not misfit line, and misfit line but none of the sampled ridges.

## Check in Python

```python
# Result under test: the thickness h_w at which a flat coherent film loses to
# a coherent layer with islands, h_w = delta*ln(Delta/(delta*R*w)), differs from
# the Matthews-Blakeslee thickness h_MB = A*(ln(h_MB/b)+1) of a flat film.
# Delta, delta: wetting energy and its decay length; w = M*eps^2: strain energy
# density; R = (4 ln2/pi)(1+nu)*slope: fraction relaxed by a triangular ridge;
# eta: extra surface energy per base area of a ridge; b: Burgers vector length;
# A = b(1-nu cos^2 beta)/(8 pi (1+nu) eps cos lambda), 60-degree dislocation.
# Units: nm, GPa, J/m^2 (= GPa nm), nJ/m (= GPa nm^2).
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import lambertw

young, nu = 100.0, 0.25
wet_energy, decay = 0.5, 0.5
slope, eta = 0.1, 0.015
burgers = 0.4
biaxial = young / (1 - nu)
shear = young / (2 * (1 + nu))


def relaxed_fraction(s):
    return 4 * np.log(2) / np.pi * (1 + nu) * s


R = relaxed_fraction(slope)


def h_wet(eps, delta_gamma=wet_energy, fraction=R):
    w = biaxial * eps**2
    return decay * np.log(delta_gamma / (decay * fraction * w))


def h_mb(eps):
    A = burgers * (1 - nu / 4) / (8 * np.pi * (1 + nu) * eps * 0.5)
    return float(np.real(-A * lambertw(-burgers / (np.e * A), -1)))


# ---- Ridge relaxation by plane-strain finite elements on the true shape ----
def fe_relaxed_fraction(s):
    """Half-base 1, Young modulus 1, misfit stress 1; symmetric half model."""
    t = np.linspace(0, 1, 41)[1:]
    x = np.concatenate([np.linspace(0, 2, 81),
                        2 + 18 * np.expm1(3.5 * t) / np.expm1(3.5)])
    depth = 20 * np.expm1(5 * np.linspace(0, 1, 91)) / np.expm1(5)
    nx, ny = len(x), len(depth)
    profile = s * np.clip(1 - x, 0, None)
    X = np.repeat(x[:, None], ny, axis=1)
    Y = -depth[None, :] + profile[:, None] * np.exp(-depth)[None, :]
    nodes = np.column_stack([X.ravel(), Y.ravel()])
    idx = np.arange(nx * ny).reshape(nx, ny)
    elem = np.column_stack([idx[:-1, :-1].ravel(), idx[1:, :-1].ravel(),
                            idx[1:, 1:].ravel(), idx[:-1, 1:].ravel()])
    corners = nodes[elem]
    C = np.array([[1 - nu, nu, 0], [nu, 1 - nu, 0], [0, 0, 0.5 - nu]])
    C = C / ((1 + nu) * (1 - 2 * nu))
    ke = np.zeros((len(elem), 8, 8))
    g = 1 / np.sqrt(3)
    for p in (-g, g):
        for q in (-g, g):
            dN = 0.25 * np.array([[-(1 - q), 1 - q, 1 + q, -(1 + q)],
                                  [-(1 - p), -(1 + p), 1 + p, 1 - p]])
            J = dN @ corners
            grad = np.linalg.inv(J) @ dN
            B = np.zeros((len(elem), 3, 8))
            B[:, 0, 0::2] = grad[:, 0]
            B[:, 1, 1::2] = grad[:, 1]
            B[:, 2, 0::2] = grad[:, 1]
            B[:, 2, 1::2] = grad[:, 0]
            area = np.abs(np.linalg.det(J))[:, None, None]
            ke += (B.transpose(0, 2, 1) @ C @ B) * area
    dof = np.empty((len(elem), 8), dtype=int)
    dof[:, 0::2], dof[:, 1::2] = 2 * elem, 2 * elem + 1
    rows = np.repeat(dof, 8, axis=1).ravel()
    cols = np.tile(dof, (1, 8)).ravel()
    n = 2 * nx * ny
    K = coo_matrix((ke.ravel(), (rows, cols)), shape=(n, n)).tocsr()
    load = np.zeros(n)
    for i in range(nx - 1):
        force = profile[i] - profile[i + 1]
        load[2 * idx[i, 0]] += force / 2
        load[2 * idx[i + 1, 0]] += force / 2
    fixed = np.concatenate([2 * idx[0], 2 * idx[-1],
                            2 * idx[:, -1], 2 * idx[:, -1] + 1])
    free = np.setdiff1d(np.arange(n), fixed)
    u = spsolve(K[free][:, free].tocsc(), load[free])
    return float(load[free] @ u) / (s * (1 - nu))


ratio_small = [fe_relaxed_fraction(s) / relaxed_fraction(s)
               for s in (0.02, 0.04)]
ratio_limit = 2 * ratio_small[0] - ratio_small[1]
# Tolerance covers mesh error and the quadratic term of the extrapolation.
assert abs(ratio_limit - 1) < 0.015
R_fe = fe_relaxed_fraction(slope)
assert 0 < R_fe < (1 + nu) / 2


# ---- Coherent film: explicit energy of one ridge drawn from a large layer ----
def wetting(h):
    return wet_energy * np.exp(-h / decay)


def ridge_change(H, a, eps):
    """Energy of layer plus ridge minus flat film, same material, in nJ/m."""
    section = slope * a**2
    width = 1e4 * section / decay
    h = H - section / width
    thinning = width * wetting(H) * np.expm1(section / (width * decay))
    reach = min(a, 40 * decay / slope)
    covered = 2 * quad(lambda x: wetting(h + slope * x), 0, reach)[0]
    strain_gain = R * biaxial * eps**2 * section
    return (thinning - 2 * a * wetting(h) + covered
            - strain_gain + 2 * a * eta)


def break_even_direct(a, eps):
    return brentq(lambda H: ridge_change(H, a, eps), 0.01, 12)


def break_even_formula(a, eps):
    B = (slope * a**2 / decay - 2 * a
         + 2 * decay / slope * (1 - np.exp(-slope * a / decay)))
    gain = R * biaxial * eps**2 * slope * a**2 - 2 * a * eta
    return decay * np.log(wet_energy * B / gain)


ridge_sizes = (100.0, 200.0, 800.0)
break_even = [break_even_direct(a, 0.02) for a in ridge_sizes]
for a, value in zip(ridge_sizes, break_even):
    assert abs(value - break_even_formula(a, 0.02)) < 1e-4
for eps in (0.01, 0.02, 0.03, 0.04):
    assert eta > decay * R * biaxial * eps**2
    # A finite ridge leaves a small surface cost, largest at low misfit.
    assert abs(break_even_direct(1e6, eps) - h_wet(eps)) < 1e-3

H_a, eps_a = 3.0, 0.02
w_a = biaxial * eps_a**2


def islanded_energy(h):
    return wetting(h) + w_a * h + (1 - R) * w_a * (H_a - h)


best = minimize_scalar(islanded_energy, bounds=(0, H_a), method="bounded",
                       options={"xatol": 1e-9})
assert abs(best.x - h_wet(eps_a)) < 1e-5
island_gain = wetting(H_a) + w_a * H_a - best.fun
assert island_gain > 0


# ---- Image stress on an edge dislocation at unit depth below a free surface ----
# Tractions of the infinite-body field are cancelled by surface point loads.
# Stress unit: shear*b/(2 pi (1-nu)).
def image_parallel(x):
    r2 = x * x + 1
    normal = (x * x - 1) / r2**2
    tangential = -x * (x * x - 1) / r2**2
    return 2 / np.pi * (normal * x**2 - tangential * x**3) / r2**2


def image_normal(x):
    r2 = x * x + 1
    normal = -x * (x * x + 3) / r2**2
    tangential = (x * x - 1) / r2**2
    return 2 / np.pi * (-normal * x + tangential * x**2) / r2**2


image_x = quad(image_parallel, -np.inf, np.inf)[0]
image_y = quad(image_normal, -np.inf, np.inf)[0]
assert abs(image_x - 0.5) < 1e-7 and abs(image_y - 0.5) < 1e-7

# Components: in-plane edge, surface-normal edge, screw.
b_x, b_y, b_s = burgers / 2, burgers / np.sqrt(2), burgers / 2


def line_energy(h):
    k = shear / (2 * np.pi) * ((image_x * b_x**2 + image_y * b_y**2)
                               / (1 - nu) + b_s**2 / 2)
    return quad(lambda d: k / d, burgers / np.e, h)[0]


def relief_work(h, eps):
    def film(density):
        ex = eps - density * b_x
        return (h * young / (2 * (1 - nu**2))
                * (ex**2 + eps**2 + 2 * nu * ex * eps))
    step = 1e-4
    return (film(-step) - film(step)) / (2 * step)


def misfit_line_cost(h, eps):
    return line_energy(h) - relief_work(h, eps)


def h_mb_direct(eps):
    grid = np.geomspace(burgers, 200, 400)
    cost = np.array([misfit_line_cost(h, eps) for h in grid])
    last = np.where(cost > 0)[0][-1]
    return brentq(lambda h: misfit_line_cost(h, eps),
                  grid[last], grid[last + 1])


misfits = (0.01, 0.02, 0.03, 0.04)
for eps in misfits:
    assert abs(h_mb_direct(eps) / h_mb(eps) - 1) < 1e-6

# ---- The two opposite windows, judged from the explicit energies ----
ridge_a = ridge_change(H_a, 200.0, eps_a)
line_a = misfit_line_cost(H_a, eps_a)
assert h_wet(eps_a) < H_a < h_mb(eps_a)
assert ridge_a < 0 < line_a

H_b, eps_b = 1.5, 0.04
sizes = np.geomspace(1, 1e4, 200)
ridges_b = np.array([ridge_change(H_b, a, eps_b) for a in sizes])
ridge_b = ridge_change(H_b, 200.0, eps_b)
line_b = misfit_line_cost(H_b, eps_b)
assert h_mb(eps_b) < H_b < h_wet(eps_b)
assert ridges_b.min() > 0 > line_b

crossing = brentq(lambda e: h_mb(e) - h_wet(e), 0.015, 0.045)
weak, strong = 0.4, 0.6
assert h_wet(0.03, weak) < h_mb(0.03) < h_wet(0.03, strong)
# The small-slope error must not change which thickness is smaller.
assert h_wet(eps_a, fraction=R_fe) < h_mb(eps_a)
assert h_wet(eps_b, fraction=R_fe) > h_mb(eps_b)

print(f"Young modulus = {young:.0f} GPa, Poisson ratio = {nu:.2f}")
print(f"biaxial modulus M = {biaxial:.2f} GPa, shear = {shear:.1f} GPa")
print(f"wetting energy Delta = {wet_energy:.2f} J/m^2")
print(f"wetting decay length delta = {decay:.2f} nm")
print(f"ridge slope = {slope:.2f}, eta = {eta:.3f} J/m^2")
print(f"Burgers vector length b = {burgers:.2f} nm")
print(f"relaxed fraction R, small-slope formula = {R:.4f}")
print(f"relaxed fraction R, finite elements = {R_fe:.4f}")
print(f"upper bound on R for ridges = {(1 + nu) / 2:.3f}")
print(f"FE/formula ratio at slope 0.02 = {ratio_small[0]:.4f}")
print(f"FE/formula ratio at slope 0.04 = {ratio_small[1]:.4f}")
print(f"FE/formula ratio extrapolated to slope 0 = {ratio_limit:.4f}")
print(f"image stress factors (edge x, edge y) = {image_x:.6f}, {image_y:.6f}")
for eps in misfits:
    w = biaxial * eps**2
    print(f"misfit {100 * eps:.0f} %: w = {w:.5f} J/m^2 per nm, "
          f"delta*R*w = {decay * R * w:.5f} J/m^2")
    print(f"   h_w = {h_wet(eps):.3f} nm, h_MB = {h_mb(eps):.3f} nm")
print(f"misfit where h_w = h_MB: {100 * crossing:.3f} %")
print(f"common thickness there = {h_wet(crossing):.3f} nm")
print(f"fall of h_w when misfit doubles = {h_wet(.01) - h_wet(.02):.3f} nm")
print(f"h_MB(1 %)/h_MB(2 %) = {h_mb(.01) / h_mb(.02):.3f}")
print(f"Film A: misfit {100 * eps_a:.0f} %, thickness {H_a:.1f} nm")
print(f"   layer left after energy minimization = {best.x:.3f} nm")
print(f"   gain by large islands = {1000 * island_gain:.3f} mJ/m^2")
print(f"   energy change, ridge of half-base 200 nm = {ridge_a:.3f} nJ/m")
print(f"   line energy = {line_energy(H_a):.3f} nJ/m")
print(f"   relief work = {relief_work(H_a, eps_a):.3f} nJ/m")
print(f"   net cost of misfit line = {line_a:.3f} nJ/m")
print(f"Film B: misfit {100 * eps_b:.0f} %, thickness {H_b:.1f} nm")
print(f"   energy change, ridge of half-base 200 nm = {ridge_b:.3f} nJ/m")
print(f"   lowest change, half-bases 1 nm to 10 um = {ridges_b.min():.4f} nJ/m")
print(f"   line energy = {line_energy(H_b):.3f} nJ/m")
print(f"   relief work = {relief_work(H_b, eps_b):.3f} nJ/m")
print(f"   net cost of misfit line = {line_b:.3f} nJ/m")
for value in (weak, strong):
    print(f"misfit 3 %, Delta = {value:.1f} J/m^2: "
          f"h_w = {h_wet(0.03, value):.3f} nm")
a_min = 2 * eta / (slope * R * w_a)
print(f"smallest half-base that can ever pay at 2 % = {a_min:.1f} nm")
for a, value in zip(ridge_sizes, break_even):
    print(f"break-even thickness at 2 %, half-base {a:.0f} nm = {value:.3f} nm")
print(f"h_w at 2 % with finite-element R = {h_wet(.02, fraction=R_fe):.3f} nm")
print(f"h_w at 4 % with finite-element R = {h_wet(.04, fraction=R_fe):.3f} nm")
print("all good")
```

Printed output:

```
Young modulus = 100 GPa, Poisson ratio = 0.25
biaxial modulus M = 133.33 GPa, shear = 40.0 GPa
wetting energy Delta = 0.50 J/m^2
wetting decay length delta = 0.50 nm
ridge slope = 0.10, eta = 0.015 J/m^2
Burgers vector length b = 0.40 nm
relaxed fraction R, small-slope formula = 0.1103
relaxed fraction R, finite elements = 0.1006
upper bound on R for ridges = 0.625
FE/formula ratio at slope 0.02 = 0.9805
FE/formula ratio at slope 0.04 = 0.9632
FE/formula ratio extrapolated to slope 0 = 0.9979
image stress factors (edge x, edge y) = 0.500000, 0.500000
misfit 1 %: w = 0.01333 J/m^2 per nm, delta*R*w = 0.00074 J/m^2
   h_w = 3.261 nm, h_MB = 10.094 nm
misfit 2 %: w = 0.05333 J/m^2 per nm, delta*R*w = 0.00294 J/m^2
   h_w = 2.568 nm, h_MB = 3.917 nm
misfit 3 %: w = 0.12000 J/m^2 per nm, delta*R*w = 0.00662 J/m^2
   h_w = 2.162 nm, h_MB = 2.125 nm
misfit 4 %: w = 0.21333 J/m^2 per nm, delta*R*w = 0.01177 J/m^2
   h_w = 1.875 nm, h_MB = 1.301 nm
misfit where h_w = h_MB: 2.954 %
common thickness there = 2.178 nm
fall of h_w when misfit doubles = 0.693 nm
h_MB(1 %)/h_MB(2 %) = 2.577
Film A: misfit 2 %, thickness 3.0 nm
   layer left after energy minimization = 2.568 nm
   gain by large islands = 0.841 mJ/m^2
   energy change, ridge of half-base 200 nm = -8.102 nJ/m
   line energy = 1.919 nJ/m
   relief work = 1.600 nJ/m
   net cost of misfit line = 0.319 nJ/m
Film B: misfit 4 %, thickness 1.5 nm
   energy change, ridge of half-base 200 nm = 101.311 nJ/m
   lowest change, half-bases 1 nm to 10 um = 0.0280 nJ/m
   line energy = 1.478 nJ/m
   relief work = 1.600 nJ/m
   net cost of misfit line = -0.122 nJ/m
misfit 3 %, Delta = 0.4 J/m^2: h_w = 2.051 nm
misfit 3 %, Delta = 0.6 J/m^2: h_w = 2.253 nm
smallest half-base that can ever pay at 2 % = 51.0 nm
break-even thickness at 2 %, half-base 100 nm = 2.874 nm
break-even thickness at 2 %, half-base 200 nm = 2.690 nm
break-even thickness at 2 %, half-base 800 nm = 2.594 nm
h_w at 2 % with finite-element R = 2.614 nm
h_w at 4 % with finite-element R = 1.921 nm
all good
```
